# How many dangling bonds of a germanium dislocation capture electrons?: a program that tests the result

```python
# Read's model of a charged dislocation in n-type germanium.
# Result under test: the filled fraction f of dangling bonds obeys
#   E_F - E_a = E0 f [3 ln(f/fc) + 2C + 3/2],
#   E0 = e^2/(4 pi eps c), fc = c (pi N)^(1/3), C = gamma - ln 2 - 3/4,
# c: bond spacing, N: net donor density, E_a: acceptor level of the neutral
# line, E_F: Fermi level. Lengths in nm, energies in eV inside the program.
import math
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, dblquad, solve_bvp, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma

# Rough germanium values (model inputs)
spacing = 0.40            # nm
permittivity = 16.0
depth = 0.225             # eV below the conduction edge
donors_cm3 = 1e15
temperature = 77.0        # K
mass_long, mass_trans, valleys = 1.59, 0.082, 4
donor_binding = 0.010     # eV
gap = 0.73                # eV
cross_section = 1e-15     # cm^2, order of magnitude only

coulomb = sc.e / (4 * math.pi * sc.epsilon_0 * permittivity) * 1e9  # eV nm
E0 = coulomb / spacing
C = np.euler_gamma - math.log(2) - 0.75
kB = sc.k / sc.e


def critical_fraction(n_cm3):
    return spacing * (math.pi * n_cm3 * 1e-21) ** (1 / 3)


def band_density(T):
    """Effective density of conduction states, cm^-3."""
    mass = (valleys**2 * mass_long * mass_trans**2) ** (1 / 3) * sc.m_e
    return 2 * (2 * math.pi * mass * sc.k * T / sc.h**2) ** 1.5 * 1e-6


def fermi_depth(T, n_cm3):
    return kB * T * math.log(band_density(T) / n_cm3)


def repulsion(f, n_cm3):
    return E0 * f * (3 * math.log(f / critical_fraction(n_cm3)) + 2 * C + 1.5)


def filled_fraction(drive, n_cm3):
    low = 1.1 * critical_fraction(n_cm3)
    return brentq(lambda f: repulsion(f, n_cm3) - drive, low, 1.0)


# --- Electrostatic energy per electron from sums and quadratures ---
def energy_from_definition(radius, terms=1000000):
    """Units e^2/(4 pi eps a), lengths in units of electron spacing a."""
    half = terms + 0.5
    chain = np.sum(1.0 / np.arange(1, terms + 1))
    cross = quad(lambda x: 2 * x * 2 * math.asinh(half / (radius * x)),
                 0, 1, epsabs=1e-11)[0]

    def pair_density(d):  # distance of two random points in a unit disc
        return 4 * d / math.pi * (math.acos(d / 2)
                                  - d / 2 * math.sqrt(1 - d * d / 4))
    cloud = quad(lambda d: pair_density(d) * math.asinh(half / (radius * d)),
                 0, 2, epsabs=1e-11)[0]
    return chain - cross + cloud


energy_checks = []
for radius in (5.0, 60.0):
    direct = energy_from_definition(radius)
    formula = math.log(radius) + C
    energy_checks.append((radius, direct, formula))
    assert abs(direct - formula) < 1e-6

# --- Balance against direct minimisation of the energy per bond ---
kT = kB * temperature
fc = critical_fraction(donors_cm3)
ec_minus_ef = fermi_depth(temperature, donors_cm3)
drive = depth - ec_minus_ef
f_read = filled_fraction(drive, donors_cm3)
density = donors_cm3 * 1e-21


def energy_per_bond(f):
    a = spacing / f
    R = 1 / math.sqrt(math.pi * a * density)
    return -f * drive + f * coulomb / a * (math.log(R / a) + C)


best = minimize_scalar(energy_per_bond, bounds=(2 * fc, 1.0),
                       method="bounded", options={"xatol": 1e-10})
assert abs(best.x - f_read) < 1e-5
assert 0.05 < f_read < 0.15


# --- Periodic row of bonds with the full Coulomb interaction ---
def row_tables(sites):
    x = np.arange(1, sites) / sites
    pair = np.zeros(sites)
    pair[1:] = -E0 * (digamma(x) + digamma(1 - x)) / sites
    index = np.arange(sites)
    matrix = pair[(index[:, None] - index[None, :]) % sites]
    mean = np.zeros(sites + 1)
    n = np.arange(1, sites + 1)
    length = sites * spacing
    R = np.sqrt(n / (length * math.pi * density))
    mean[1:] = E0 / sites * (n * np.euler_gamma
                             + n**2 * (np.log(R / (2 * length)) - 0.75))
    return matrix, mean


# The regularised pair energy agrees with an explicit sum over images
images = np.arange(-200000, 200001)
explicit = np.sum(1 / np.abs(37 + 300 * images)) - 2 / 300 * math.log(200000.5)
matrix, mean = row_tables(300)
assert abs(E0 * explicit - matrix[0, 37]) < 1e-8


def row_energy(occupied):
    return 0.5 * occupied @ matrix @ occupied + mean[int(occupied.sum())]


rng = np.random.default_rng(7)
ordered = np.zeros(300)
ordered[::10] = 1
a_test = 10 * spacing
R_test = 1 / math.sqrt(math.pi * a_test * density)
expected = coulomb / a_test * (math.log(R_test / a_test) + C)
ordered_energy = row_energy(ordered) / 30
assert abs(ordered_energy - expected) < 1e-9
random_energies = []
for _ in range(300):
    trial = np.zeros(300)
    trial[rng.choice(300, 30, replace=False)] = 1
    random_energies.append(row_energy(trial) / 30)
assert min(random_energies) > ordered_energy


def monte_carlo(sites, steps):
    """Mean filled fraction at fixed Fermi level and temperature."""
    pair, background = row_tables(sites)
    background = background.tolist()
    occupied = [False] * sites
    n = max(1, round(f_read * sites))
    for j in range(n):
        occupied[int(j * sites / n)] = True
    potential = pair @ np.array(occupied, dtype=float)
    picks = rng.integers(0, sites, steps).tolist()
    chances = rng.random(steps).tolist()
    spin = kT * math.log(2)  # an empty bond keeps a free spin
    total, counted, burn = 0, 0, steps // 10
    for step in range(steps):
        i = picks[step]
        if occupied[i]:
            change = (-potential[i] + background[n - 1] - background[n]
                      + drive - spin)
        elif n < sites:
            change = (potential[i] + background[n + 1] - background[n]
                      - drive + spin)
        else:
            change = math.inf
        if change <= 0 or chances[step] < math.exp(-change / kT):
            if occupied[i]:
                potential -= pair[i]
                n -= 1
            else:
                potential += pair[i]
                n += 1
            occupied[i] = not occupied[i]
        if step >= burn:
            total += n
            counted += 1
    return total / counted / sites


f_short = monte_carlo(200, 1000000)
f_long = monte_carlo(400, 1500000)
assert abs(f_short - f_long) < 0.003   # sampling and finite length
assert abs(f_long / f_read - 1) < 0.10  # thermal disorder is a small effect

# --- Smeared depletion edge: Poisson-Boltzmann around the same line ---
a = spacing / f_read
R = 1 / math.sqrt(math.pi * a * density)
debye = math.sqrt(kT / (4 * math.pi * coulomb * density))
strength = 2 * coulomb / (a * kT)
r0 = 1.0


def sharp_edge(r):
    inside = strength * (np.log(R / r) - 0.5 + r**2 / (2 * R**2))
    return np.where(r < R, inside, 0.0)


def poisson(s, y):
    charge = -np.expm1(-np.clip(y[0], -5, None))
    return np.vstack([y[1], np.exp(2 * s) / debye**2 * charge])


def edges(inner, outer):
    return np.array([inner[1] + strength - r0**2 / (2 * debye**2), outer[0]])


mesh = np.linspace(math.log(r0), math.log(R + 12 * debye), 800)
radii = np.exp(mesh)
slope = np.where(radii < R, -strength * (1 - radii**2 / R**2), 0.0)
cloud = solve_bvp(poisson, edges, mesh, np.vstack([sharp_edge(radii), slope]),
                  tol=1e-6, max_nodes=30000)
assert cloud.success
assert abs(cloud.y[1, -1]) < 1e-2 * strength  # cloud neutralises the line
edge_shift = kT * (cloud.y[0, 0] - float(sharp_edge(np.array(r0))))
assert abs(edge_shift) < 3 * kT
f_smeared = filled_fraction(drive - edge_shift, donors_cm3)

# --- Random donor positions: rms potential on the axis ---
unit_integral = dblquad(lambda z, r: 4 * math.pi * r / (r * r + z * z),
                        0, 1, 0, np.inf, epsabs=1e-6, epsrel=1e-6)[0]
assert abs(unit_integral - 2 * math.pi**2) < 1e-2
donor_noise = coulomb * math.sqrt(2 * math.pi**2 * R * density)

# --- Freeze-out, band bending, field ---
mass_action = band_density(temperature) / 2 * math.exp(-donor_binding / kT)
ionised = brentq(lambda x: x * x * donors_cm3 - (1 - x) * mass_action, 0, 1)
bending = kT * float(sharp_edge(np.array(a / 2)))
ef_above_valence = gap - ec_minus_ef - bending
assert ef_above_valence > 10 * kT      # no hole layer
field = 2 * coulomb / (a * a / 2) * 10  # MV/cm at distance a/2


# --- Time to reach equilibrium over the repulsive barrier ---
def relaxation(T):
    thermal = kB * T
    push = depth - fermi_depth(T, donors_cm3)
    f = filled_fraction(push, donors_cm3)
    mass = 3 / (1 / mass_long + 2 / mass_trans) * sc.m_e
    speed = math.sqrt(8 * sc.k * T / (math.pi * mass)) * 100
    rate = (cross_section * speed * donors_cm3 * (1 - f)
            * math.exp(-push / thermal))
    stiffness = E0 * (3 * math.log(f / critical_fraction(donors_cm3))
                      + 2 * C + 4.5)
    return f, thermal / (rate * stiffness), thermal / stiffness


f_cold, time_cold, unit_time = relaxation(temperature)
f_warm, time_warm, _ = relaxation(100.0)


def net_capture(t, y):  # time in units of 1/(equilibrium capture rate)
    f = y[0]
    gain = ((1 - f) / (1 - f_read)
            * math.exp(-(repulsion(f, donors_cm3) - drive) / kT))
    return [gain - f / f_read]


start = f_read * 1.001
decay = solve_ivp(net_capture, (0, unit_time), [start],
                  rtol=1e-10, atol=1e-13)
remaining = (decay.y[0, -1] - f_read) / (start - f_read)
assert abs(remaining - math.exp(-1)) < 0.03  # re-emission slightly speeds it

no_repulsion = 1 / (1 + 2 * math.exp(-drive / kT))
assert no_repulsion > 0.99
crossing = brentq(lambda T: fermi_depth(T, donors_cm3) - depth, 100, 500)

print(f"bond spacing c = {spacing:.2f} nm")
print(f"relative permittivity = {permittivity:.0f}")
print(f"acceptor depth D = {depth:.3f} eV")
print(f"net donors N = {donors_cm3:.1e} cm^-3")
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"masses: long {mass_long}, trans {mass_trans} m0; valleys {valleys}")
print(f"e^2/(4 pi eps) = {coulomb:.5f} eV nm")
print(f"E0 = {E0:.4f} eV")
print(f"C = {C:.4f}, 2C+3/2 = {2*C+1.5:.4f}")
print(f"fc = {fc:.5f}")
for radius, direct, formula in energy_checks:
    print(f"R/a={radius:.0f}: energy sum {direct:.6f}, formula {formula:.6f}")
print(f"Nc = {band_density(temperature):.3e} cm^-3")
print(f"Ec-EF = {ec_minus_ef:.4f} eV")
print(f"EF-Ea = {drive:.4f} eV")
for f in (0.05, 0.10, 0.15):
    print(f"balance right side at f={f:.2f}: {repulsion(f, donors_cm3):.4f} eV")
print(f"filled fraction f = {f_read:.4f}")
print(f"f by direct minimisation = {best.x:.4f}")
print(f"filled fraction without repulsion = {no_repulsion:.6f}")
print(f"electron spacing a = {a:.2f} nm")
print(f"e^2/(4 pi eps a) = {coulomb/a:.4f} eV")
print(f"cylinder radius R = {R:.0f} nm, R/a = {R/a:.1f}")
print(f"overlap dislocation density = {1e14/(math.pi*R*R):.2e} cm^-2")
print(f"ordered row, f=0.1: {ordered_energy:.4f} eV per electron")
print(f"random rows, f=0.1: mean {np.mean(random_energies):.4f} eV,"
      f" lowest {min(random_energies):.4f} eV")
print(f"Monte Carlo f: 200 bonds {f_short:.4f}, 400 bonds {f_long:.4f}")
for n_cm3 in (1e14, 1e15, 1e16):
    push = depth - fermi_depth(temperature, n_cm3)
    print(f"N={n_cm3:.0e} cm^-3: EF-Ea={push:.4f} eV,"
          f" f={filled_fraction(push, n_cm3):.4f}")
for level in (0.15, 0.30, 0.50):
    value = filled_fraction(level - ec_minus_ef, donors_cm3)
    print(f"depth {level:.2f} eV: f = {value:.4f}")
print(f"EF crosses Ea at {crossing:.0f} K")
print(f"Debye length = {debye:.0f} nm")
print(f"smeared edge: shift {edge_shift*1e3:.1f} meV, f = {f_smeared:.4f}")
print(f"random donors: rms potential {donor_noise*1e3:.1f} meV")
print(f"donor binding {donor_binding:.3f} eV: ionised {ionised:.4f}")
print(f"band bending at a/2 = {bending:.3f} eV")
print(f"gap {gap:.2f} eV: EF-Ev at a/2 = {ef_above_valence:.3f} eV")
print(f"field at a/2 = {field:.2f} MV/cm")
print(f"capture cross-section = {cross_section:.0e} cm^2")
print(f"relaxation time at 77 K = {time_cold:.1e} s")
print(f"at 100 K: f = {f_warm:.4f}, relaxation time {time_warm:.1e} s")
print(f"deviation left after one relaxation time = {remaining:.3f}")
print("all good")
```

Running it gives:

```
bond spacing c = 0.40 nm
relative permittivity = 16
acceptor depth D = 0.225 eV
net donors N = 1.0e+15 cm^-3
temperature = 77 K, kT = 0.00664 eV
masses: long 1.59, trans 0.082 m0; valleys 4
e^2/(4 pi eps) = 0.09000 eV nm
E0 = 0.2250 eV
C = -0.8659, 2C+3/2 = -0.2319
fc = 0.00586
R/a=5: energy sum 0.743506, formula 0.743506
R/a=60: energy sum 3.228413, formula 3.228413
Nc = 1.350e+18 cm^-3
Ec-EF = 0.0478 eV
EF-Ea = 0.1772 eV
balance right side at f=0.05: 0.0698 eV
balance right side at f=0.10: 0.1863 eV
balance right side at f=0.15: 0.3205 eV
filled fraction f = 0.0964
f by direct minimisation = 0.0964
filled fraction without repulsion = 1.000000
electron spacing a = 4.15 nm
e^2/(4 pi eps a) = 0.0217 eV
cylinder radius R = 277 nm, R/a = 66.7
overlap dislocation density = 4.15e+08 cm^-2
ordered row, f=0.1: 0.0763 eV per electron
random rows, f=0.1: mean 0.1235 eV, lowest 0.0899 eV
Monte Carlo f: 200 bonds 0.0962, 400 bonds 0.0962
N=1e+14 cm^-3: EF-Ea=0.1619 eV, f=0.0743
N=1e+15 cm^-3: EF-Ea=0.1772 eV, f=0.0964
N=1e+16 cm^-3: EF-Ea=0.1925 eV, f=0.1275
depth 0.15 eV: f = 0.0650
depth 0.30 eV: f = 0.1252
depth 0.50 eV: f = 0.1953
EF crosses Ea at 285 K
Debye length = 77 nm
smeared edge: shift 5.2 meV, f = 0.0943
random donors: rms potential 6.7 meV
donor binding 0.010 eV: ionised 0.9934
band bending at a/2 = 0.191 eV
gap 0.73 eV: EF-Ev at a/2 = 0.492 eV
field at a/2 = 0.21 MV/cm
capture cross-section = 1e-15 cm^2
relaxation time at 77 K = 7.3e+01 s
at 100 K: f = 0.0893, relaxation time 2.3e-02 s
deviation left after one relaxation time = 0.361
all good
```
